\section*{Power and Efficiency of a Thermoradiative Diode at 500 K}

\section{Problem}

A planar semiconductor diode is held at $T_h=500$~K and faces a black sink at $T_c=300$~K. Above its gap $E_g$ the front face is black over the full hemisphere; below the gap it neither emits nor absorbs. The rear is a perfect mirror. Recombination and generation are purely radiative, each photon corresponds to one electron--hole pair, and the contacts and carrier transport are lossless. The voltage $V$ and the current density $I$ are counted positive in the forward direction.

\begin{enumerate}
\item[(a)] Find $I(V)$ and the range of voltages in which the diode delivers electrical power.
\item[(b)] Find the efficiency, defined as electrical power divided by heat drawn from the hot reservoir, and compare it with the Carnot value.
\item[(c)] Derive the conditions that maximise the power density over both gap and voltage. Show that the best gap is nonzero and establish its size relative to $kT$, where $k$ is Boltzmann's constant.
\item[(d)] Evaluate the optimum for the given temperatures, and examine how much power is lost at smaller and larger gaps.
\end{enumerate}

\section{Solution}

\subsection{(a) Current and power}

Lossless transport makes the separation of the electron and hole quasi-Fermi levels equal to $qV$ everywhere. Consider a transition of energy $E$ between an upper state with occupation $f_2$ and a lower state with occupation $f_1$. A photon mode of occupation $n$ is in balance with it when emission equals absorption, $f_2(1-f_1)(1+n)=f_1(1-f_2)n$. With Fermi functions for $f_1$ and $f_2$ this gives
\begin{equation}
\frac{1+n}{n}=\frac{f_1(1-f_2)}{f_2(1-f_1)}=e^{(E-qV)/kT_h},
\qquad n=\frac{1}{e^{(E-qV)/kT_h}-1}.
\end{equation}
A black face emits with this occupation. At negative voltage write $u=-qV>0$, and define
\begin{equation}
f_h(E)=\frac{1}{e^{(E+u)/kT_h}-1},\qquad f_c(E)=\frac{1}{e^{E/kT_c}-1}.
\end{equation}

Both polarisations together have $8\pi E^2/(h^3c^3)$ modes per volume and energy. An isotropic gas moving at speed $c$ sends $c/4$ times its density through a plane, so the flux per unit energy is $g(E)f$ with $g(E)=2\pi E^2/(h^3c^2)$. The emitted and absorbed photon fluxes are
\begin{equation}
N_h=\int_{E_g}^{\infty} g f_h\,dE,\qquad N_c=\int_{E_g}^{\infty} g f_c\,dE .
\end{equation}
The contacts must supply the pairs lost by emission, less those created by absorption:
\begin{equation}
I=q(N_h-N_c),\qquad P=-VI=u\,(N_h-N_c). \label{eq:power}
\end{equation}

At $V=0$ the hotter body emits more, so $I>0$. As $u$ grows, $N_h$ falls steadily to zero while $N_c$ is fixed. The current therefore vanishes at one value $u_{oc}=-qV_{oc}$, and power is delivered for $V_{oc}<V<0$. The current is still forward there while the voltage is negative, which is why the diode acts as a generator.

\subsection{(b) Efficiency}

Let $\Phi_h$ and $\Phi_c$ be the energy fluxes, obtained by inserting a factor $E$ in the integrals for $N_h$ and $N_c$. In the steady state, heat drawn plus absorbed radiation equals emitted radiation plus electrical work:
\begin{equation}
Q=P+\Phi_h-\Phi_c,\qquad
\eta=\frac{P}{Q}=\frac{u}{u+\langle E\rangle},\qquad
\langle E\rangle=\frac{\Phi_h-\Phi_c}{N_h-N_c}. \label{eq:eta}
\end{equation}
For each net photon, the reservoir supplies the photon energy and the work $u$.

With $\eta_C=1-T_c/T_h$, collecting the integrals gives
\begin{equation}
P-\eta_C Q=\int_{E_g}^{\infty} g\,(f_h-f_c)\,\bigl[u-\eta_C(E+u)\bigr]\,dE. \label{eq:carnot}
\end{equation}
The first bracket is positive when $(E+u)/T_h<E/T_c$. Multiplying by $T_c$ and writing $E=(E+u)-u$ turns this into $u<\eta_C(E+u)$, which is the condition for the second bracket to be negative. The product is thus negative except at the single energy where both factors vanish, so $P<\eta_C Q$. Whenever $P>0$, it follows that $\eta<\eta_C$.

The same strict inequality shows that $Q>0$ at open circuit, where $P=0$. The efficiency therefore goes to zero there: emission and absorption balance in photon number but not in energy.

\subsection{(c) The best gap and voltage}

\paragraph{Gap at fixed voltage.} The gap enters \eqref{eq:power} through the lower limits of integration, so
\begin{equation}
\frac{\partial P}{\partial E_g}=-u\,g(E_g)\,\bigl[f_h(E_g)-f_c(E_g)\bigr].
\end{equation}
For $E_g>0$ this vanishes when $(E_g+u)/T_h=E_g/T_c$, or
\begin{equation}
E_g=\frac{u\,T_c}{T_h-T_c}. \label{eq:gap}
\end{equation}
Below this value $f_h<f_c$ and the derivative is positive; above it the derivative is negative. Equation \eqref{eq:gap} is therefore the unique maximum at given $u$. The gap should exclude the photons that the diode would absorb on balance and admit those that it emits on balance. At threshold $u/(E_g+u)=\eta_C$, but the net flux there is zero. All net emission lies higher, so $\langle E\rangle>E_g$ and the efficiency is below Carnot.

\paragraph{Voltage at fixed gap.} Since $\partial f_h/\partial u=-f_h(1+f_h)/kT_h$, the condition $\partial P/\partial u=0$ reads
\begin{equation}
N_h-N_c=\frac{u}{kT_h}\int_{E_g}^{\infty} g f_h(1+f_h)\,dE. \label{eq:volt}
\end{equation}
The left side is less than $N_h$, and the right side is greater than $(u/kT_h)N_h$. Hence $u<kT_h$ at maximum power, whatever the gap. Combined with \eqref{eq:gap}, this bounds the jointly optimal gap:
\begin{equation}
E_g^*<\frac{kT_hT_c}{T_h-T_c}=\frac{kT_c}{1-T_c/T_h}. \label{eq:bound}
\end{equation}

\paragraph{The best gap is nonzero.} Because \eqref{eq:gap} gives the best gap for every $u$, the joint maximum lies on that line. There $f_h>f_c$ throughout the integration range, so $P>0$ for $u>0$. As $u\to0$ the fluxes stay finite and the prefactor makes $P$ vanish; as $u\to\infty$, $N_h$ falls as $e^{-u/kT_h}$ or faster and $P$ vanishes again. The maximum has finite $u>0$, and by \eqref{eq:gap} it has $E_g^*>0$.

\paragraph{Its size for other temperatures.} Put $\tau=T_c/T_h$ and $w=E_g/kT_c$. Along \eqref{eq:gap}, $u/kT_h=w(1-\tau)$. With $z=E/kT_c$ the hot exponent is
\begin{equation}
\frac{E+u}{kT_h}=\tau z+(1-\tau)w=z-(1-\tau)(z-w),
\end{equation}
and the power becomes
\begin{equation}
\frac{P}{P_0}=(1-\tau)w\,\tau^3\!\int_w^{\infty}\! z^2\left[\frac{1}{e^{z-(1-\tau)(z-w)}-1}-\frac{1}{e^z-1}\right]dz,
\quad P_0=\frac{2\pi(kT_h)^4}{h^3c^2}. \label{eq:scaled}
\end{equation}
The optimal $w$ thus depends on $\tau$ alone. Two limits can be reduced to simple equations.

For a very cold sink, $\tau\to0$, return to $y=\tau z=E/kT_h$ in the hot term. Its lower limit $\tau w$ tends to zero, and the cold term vanishes as $\tau^3$. Expanding the Bose factor and using $\int_0^\infty y^2e^{-ny}dy=2/n^3$,
\begin{equation}
\frac{P}{P_0}\to w\sum_{n\ge1}\frac{2e^{-nw}}{n^3}=2w\,\mathrm{Li}_3(e^{-w}),
\qquad \mathrm{Li}_s(a)=\sum_{n\ge1}\frac{a^n}{n^s}.
\end{equation}
Since $d\,\mathrm{Li}_3(e^{-w})/dw=-\mathrm{Li}_2(e^{-w})$, the maximum satisfies $\mathrm{Li}_3(e^{-w})=w\,\mathrm{Li}_2(e^{-w})$, with solution $w=0.943$.

For nearly equal temperatures, $\tau\to1$, expand the bracket in \eqref{eq:scaled} to first order in $1-\tau$:
\begin{equation}
\frac{P}{P_0}\approx(1-\tau)^2\,w\,(A_3-wA_2),\qquad
A_p(w)=\int_w^\infty \frac{z^p e^z}{(e^z-1)^2}\,dz .
\end{equation}
On differentiation, the terms from the lower limits of $A_3$ and $wA_2$ cancel, leaving $A_3-2wA_2=0$. The best $w$ is half the mean of $z$ above threshold with the weight in $A_2$, and the solution is $w=1.746$.

Between these limits, numerical maximisation gives $w=1.267$, $1.538$ and $1.706$ at $\tau=0.3$, $0.6$ and $0.9$. In this radiative model the best gap is of order $kT_c$ at all the ratios computed. It is also of order $kT_h$ when the two temperatures are comparable, but not when $T_c\ll T_h$.

\subsection{(d) Numbers for 500 K and 300 K}

Here $kT_h=43.09$~meV, $kT_c=25.85$~meV and $\eta_C=40\%$. The bound \eqref{eq:bound} is $25.85/0.4=64.6$~meV. The maximum itself lies at
\begin{equation}
E_g^*=39.75~\text{meV}=0.92\,kT_h=1.54\,kT_c,\qquad
V=-26.50~\text{mV},
\end{equation}
in agreement with \eqref{eq:gap}: $26.50\times300/200=39.75$. A direct search over both variables, which does not use \eqref{eq:gap}, finds the same point.

The emitted and absorbed fluxes are $8.4450\times10^{22}$ and $2.9275\times10^{22}$ photons per m$^2$ and second. Their difference, $5.5175\times10^{22}$, times $q$ gives $I=8840$~A/m$^2$. With one more digit in the voltage, $|V|=26.499$~mV,
\begin{equation}
P=0.026499\times8840\approx234.25~\text{W/m}^2=23.4~\text{mW/cm}^2 .
\end{equation}
The net radiated energy flux is $1389.23$~W/m$^2$, so
\begin{equation}
Q=234.25+1389.23=1623.48~\text{W/m}^2,\qquad
\eta=\frac{234.25}{1623.48}=14.4\% .
\end{equation}
Equation \eqref{eq:eta} shows why this is well below $40\%$: a net photon carries away $157.2$~meV on average, while the work per photon is $26.5$~meV.

A moderately more negative voltage exchanges power for efficiency; close to open circuit both fall to zero. At the same gap and $-35$~mV, the power is $220.4$~W/m$^2$, about $6\%$ below its maximum, while the efficiency is $17.2\%$. The open-circuit voltage is $-70.5$~mV.

With the voltage readjusted for maximum power at each gap, the results are:

\begin{center}
\begin{tabular}{rrrr}
$E_g$ (meV) & $V$ (mV) & $P$ (W/m$^2$) & $\eta$ (\%)\\
\hline
0 & $-23.1$ & 221.3 & 12.6\\
20 & $-24.3$ & 229.2 & 13.4\\
50 & $-27.8$ & 232.7 & 14.9\\
100 & $-33.7$ & 186.2 & 15.6\\
200 & $-40.5$ & 59.8 & 13.4\\
300 & $-42.5$ & 12.1 & 10.7
\end{tabular}
\end{center}

The maximum is shallow towards small gaps: the formal zero-gap limit loses only $5.5\%$ of the best power. At fixed $u$, the loss from closing the gap is $u\int_0^{E_g^*}g(f_c-f_h)\,dE$. Its integrand vanishes at both ends, at $E=0$ because $gf_c\propto E$ there and at $E_g^*$ by \eqref{eq:gap}. Readjusting the voltage can only reduce this loss.

Towards wide gaps the fall is strong. For $x=E_g/kT_h\gg1$, the first term of the Bose expansion suffices. Absorption from the sink is smaller than emission by a factor of order $e^{-x(T_h/T_c-1)}$, so it may be dropped only when $x(T_h/T_c-1)\gg1$ as well; for nearly equal temperatures this requires a much wider gap. Using $\int_x^\infty y^2e^{-y}dy=(x^2+2x+2)e^{-x}$,
\begin{equation}
P\approx P_0\,\frac{u}{kT_h}\,e^{-u/kT_h}(x^2+2x+2)e^{-x}.
\end{equation}
This is largest at $u=kT_h$, where
\begin{equation}
P_{\max}\approx P_0\,e^{-1}(x^2+2x+2)e^{-x}.
\end{equation}
At $500$~meV this law gives $0.2929$~W/m$^2$, against $0.2927$~W/m$^2$ from the full integrals. The power has already halved at $E_g=148$~meV, or $3.4\,kT_h$. Thus maximum power favours gaps of order $kT$ in a definite sense: the optimum lies there, gaps many times $kT$ are heavily penalised, and smaller gaps cost little in this ideal model.

Efficiency has a different preference. If the voltage is chosen for efficiency instead of power, the best value rises from $15.6\%$ at zero gap to $34.3\%$ at $300$~meV, where the power at that voltage is only $0.58$~W/m$^2$, against $12.1$~W/m$^2$ at the maximum-power voltage.

\subsection{Where the result fails}

If the surface also exchanges black-body radiation below the gap, without creating carriers, $P$ is unchanged but $Q$ grows by $53.3$~W/m$^2$ at the optimum. The efficiency becomes $234.25/1676.8=14.0\%$.

Nonradiative processes act on the power itself. At $V<0$ the carrier product lies below its equilibrium value, so these processes generate pairs on balance. They supply part of the pairs that the contacts would otherwise provide, which lowers $I$ and hence $P$. The values above are therefore radiative-limit values, not predictions for a device. The optimal gap found here is smaller than $kT_h$, so a real material would hold many thermal carriers even without doping. Whether it could then be black through interband transitions alone, with mainly radiative recombination, is not shown here. In the table rows for $0$ and $20$~meV the reverse bias $|qV|$ exceeds the gap, so a real junction would also allow interband tunnelling, which the lossless-transport assumption leaves out; the small cost of narrow gaps is a property of the ideal model only. How far such losses move the best gap depends on the material's recombination rates and is not determined here.

\section*{Calculated quantities}
\begin{verbatim}
Hot diode 500 K, sink 300 K
k*T_hot = 43.087 meV, k*T_cold = 25.852 meV
Carnot efficiency = 40.00 %
Power scale 2 pi (k T_hot)^4/(h^3 c^2) = 545.74 W/m^2
Black-body emission at T_hot = 3544.0 W/m^2
Joint optimum over gap and voltage:
  gap = 39.75 meV
  gap/(k T_hot) = 0.9225, gap/(k T_cold) = 1.5375
  upper bound on best gap = 64.63 meV
  voltage = -26.50 mV, u/(k T_hot) = 0.6150
  open-circuit voltage = -70.53 mV
  emitted photon flux = 8.4450e+22 /(m^2 s)
  absorbed photon flux = 2.9275e+22 /(m^2 s)
  net photon flux = 5.5175e+22 /(m^2 s)
  current density = 8840.0 A/m^2
  power density = 234.25 W/m^2 = 23.425 mW/cm^2
  net radiated energy flux = 1389.23 W/m^2
  heat drawn = 1623.48 W/m^2
  mean energy per net photon = 157.15 meV
  efficiency = 14.43 %
  black sub-gap leak = 53.29 W/m^2
  efficiency with that leak = 13.97 %
Free search: gap 39.75 meV, u 26.50 meV, P 234.25 W/m^2
Voltage sweep at the best gap:
  V = -5 mV: P = 92.90 W/m^2, efficiency = 3.41 %
  V = -15 mV: P = 199.95 W/m^2, efficiency = 9.23 %
  V = -25 mV: P = 233.75 W/m^2, efficiency = 13.84 %
  V = -35 mV: P = 220.37 W/m^2, efficiency = 17.25 %
  V = -45 mV: P = 177.00 W/m^2, efficiency = 19.18 %
Fixed gap: voltage, power, efficiency at max power; top efficiency
  0 meV: -23.12 mV, 221.33 W/m^2, 12.60 %; 15.57 %
  20 meV: -24.26 mV, 229.20 W/m^2, 13.37 %; 16.99 %
  50 meV: -27.78 mV, 232.69 W/m^2, 14.87 %; 20.63 %
  100 meV: -33.72 mV, 186.24 W/m^2, 15.60 %; 25.92 %
  200 meV: -40.49 mV, 59.78 W/m^2, 13.37 %; 31.70 %
  300 meV: -42.48 mV, 12.07 W/m^2, 10.68 %; 34.31 %
Power halves at gap = 148.42 meV = 3.445 k T_hot
Best gap/(k T_cold) against T_cold/T_hot:
  ratio 0.001: 0.9440
  ratio 0.3: 1.2670
  ratio 0.6: 1.5375
  ratio 0.9: 1.7059
  ratio 0.999: 1.7454
  limits: ratio to 0: 0.9431, ratio to 1: 1.7458
Gap 500 meV: P = 0.29268 W/m^2, wide-gap law 0.29288 W/m^2
\end{verbatim}
